# Odd-parity donor levels in silicon and their independence of donor species

**Problem.** A donor in silicon binds an electron near a conduction-band minimum with transverse mass $m_\perp=0.1905$, longitudinal mass $m_\parallel=0.9163$ (in electron masses) and dielectric constant $\varepsilon=11.4$. Reproduce Faulkner's binding energies for the lowest odd-parity levels, 11.5 meV for $2p_0$ and 6.4 meV for $2p_\pm$. Explain why these energies hardly depend on the donor species, while the 1s ground state does.

## A tempting solution

Replace the anisotropic mass by one with the averaged inverse,
$$\frac1{\bar m}=\frac13\left(\frac2{m_\perp}+\frac1{m_\parallel}\right),\qquad \bar m=0.2588 .$$
The donor is then a hydrogen atom with 1s binding energy 27.1 meV, and each 2p state is bound by $27.1/4=6.8$ meV. The 2p orbit is larger than the 1s orbit, so it does not notice the core of the donor.

This gives one energy where two are required, and 6.8 meV is far from 11.5 meV. The explanation is also faulty, because it would apply equally to 2s.

## Where it fails

Near a minimum at $\mathbf k_0$, write the wavefunction as a Bloch function times a slowly varying envelope $F$. If the potential also varies slowly on the scale of the lattice, it couples only nearby wavevectors of this band, and the quadratic band energy becomes a differential operator on $F$. With $z$ along the valley axis and energy measured from the band edge, in Hartree units,
$$\left[-\frac{\partial_x^2+\partial_y^2}{2m_\perp}-\frac{\partial_z^2}{2m_\parallel}-\frac1{\varepsilon r}\right]F=EF .$$
Measure length in $a^*=\varepsilon/m_\perp$. The transverse kinetic term acquires the factor $m_\perp/(2\varepsilon^2)$, and the potential becomes $-m_\perp/(\varepsilon^2r)$. Dividing by $\mathrm{Ry}^*=m_\perp/(2\varepsilon^2)$ gives
$$\left[-\partial_x^2-\partial_y^2-\gamma\partial_z^2-\frac2r\right]F=EF,\qquad \gamma=\frac{m_\perp}{m_\parallel}=0.2079,$$
with $a^*=3.167$ nm and $\mathrm{Ry}^*=19.944$ meV.

With $\mathbf p=-i\nabla$, the kinetic energy separates as
$$p_x^2+p_y^2+\gamma p_z^2=\beta p^2-(1-\gamma)\left(p_z^2-\tfrac13p^2\right),\qquad \beta=\frac{2+\gamma}3=0.736 .$$
The averaged mass keeps only $\beta p^2$. The discarded term has zero expectation value in an s state, but not in a p state. An $l=1$ function has the same angular form in momentum space, so $\langle p_z^2\rangle/\langle p^2\rangle$ is $\langle\cos^2\theta\rangle=3/5$ for $m=0$ and $1/5$ for $m=\pm1$.

In the averaged-mass 2p state the virial theorem gives $\beta\langle p^2\rangle=6.77$ meV. The discarded term therefore changes the energy by
$$-\frac{1-\gamma}{\beta}\left(\frac35-\frac13\right)6.77=-1.94\ \text{meV},\qquad
-\frac{1-\gamma}{\beta}\left(\frac15-\frac13\right)6.77=+0.97\ \text{meV}.$$
The binding energies become 8.7 and 5.8 meV. The level splits because $2p_0$ has most of its momentum along the heavy axis, where kinetic energy is cheap. These are expectation values of the full Hamiltonian in trial states of the correct symmetry, so the true binding energies of the model are at least this large. Changing only the size of the $2p_0$ orbit does not close the gap to 11.5 meV. With kinetic energy $T=6.77-1.94=4.83$ meV and potential energy $V=-13.54$ meV, a rescaling of lengths by $1/\lambda$ gives $\lambda^2T+\lambda V$, whose minimum is $-V^2/4T=-9.5$ meV. The orbit must also change shape.

## Solving the anisotropic equation

Set $z=\sqrt\gamma\,z'$. Then $\gamma\partial_z^2=\partial_{z'}^2$, and with $r'^2=x^2+y^2+z'^2$ and $z'=r'\cos\theta$,
$$r=\sqrt{x^2+y^2+\gamma z'^2}=r'\sqrt{1-(1-\gamma)\cos^2\theta}.$$
Dropping the prime on $r'$, we have
$$\left[-\nabla^2-\frac{2w(\theta)}r\right]F=-\kappa^2F,\qquad w=\frac1{\sqrt{1-(1-\gamma)\cos^2\theta}},$$
where $E=-\kappa^2$. Rotation about $z$ conserves $m$. Since $w$ is even in $\cos\theta$, it mixes only values of $l$ of equal parity.

For the radial basis take hydrogen functions whose nuclear charge $Z$ depends on $n$. A hydrogen radial function obeys
$$\left[-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z}r\right]S=-\frac{Z^2}{n^2}S .$$
The choice $Z=\kappa n$ gives every function the same decay constant $\kappa$:
$$\left[-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}+\kappa^2\right]S_{nl}=\frac{2\kappa n}rS_{nl}.$$
These are the Coulomb Sturmians. The operator on the left is symmetric. Multiplying the equation for $n$ by $S_{n'l}$, subtracting the same expression with $n$ and $n'$ exchanged, and integrating gives $2\kappa(n-n')\int S_{nl}S_{n'l}\,dr/r=0$. We can therefore normalize them by $\int S_{nl}S_{n'l}\,dr/r=\delta_{nn'}$.

Insert $F=\sum c_{nl}\,(S_{nl}/r)\,Y_{lm}$ into the wave equation:
$$\sum_{nl}c_{nl}\frac{2\kappa n}r\frac{S_{nl}}rY_{lm}=\sum_{nl}c_{nl}\frac{2w}r\frac{S_{nl}}rY_{lm}.$$
Multiply by $(S_{n'l'}/r)Y_{l'm}^*$ and integrate over $r^2dr\,d\Omega$. On the left, the angular integral enforces $l=l'$ and the radial one $n=n'$. Hence
$$\kappa n'c_{n'l'}=\sum_{nl}W_{l'l}R_{n'l',nl}\,c_{nl},$$
$$W_{l'l}=\int Y_{l'm}^*\,w\,Y_{lm}\,d\Omega,\qquad R_{n'l',nl}=\int S_{n'l'}S_{nl}\frac{dr}r .$$
The functions depend on $r$ through $\kappa r$, and $dr/r$ is unchanged by scaling, so $R$ does not contain $\kappa$. With $d_{nl}=\sqrt n\,c_{nl}$ this becomes a symmetric eigenvalue problem for $\kappa$ itself:
$$\kappa\,d_{n'l'}=\sum_{nl}\frac{W_{l'l}R_{n'l',nl}}{\sqrt{n'n}}\,d_{nl}.$$
By the Rayleigh–Ritz principle, enlarging the basis can only raise the largest $\kappa$, so a truncated basis gives a lower bound to the binding energy. For $\gamma=1$ we have $w=1$, the matrix is diagonal, and $\kappa=1/n$, as for hydrogen.

**One basis function.** Keep $n=2$, $l=1$, for which $R=1$ and $\kappa=W_{11}/2$. Let $s=\sqrt{1-\gamma}=0.890$ and
$$J=\int_0^1\frac{t^2\,dt}{\sqrt{1-s^2t^2}}=\frac{\arcsin s-s\sqrt{1-s^2}}{2s^3}=0.4905,$$
$$\int_0^1\frac{dt}{\sqrt{1-s^2t^2}}=\frac{\arcsin s}s=1.2330 .$$
The normalized angular densities in $t=\cos\theta$ on $-1\le t\le1$ are $\frac32t^2$ for $m=0$ and $\frac34(1-t^2)$ for $m=\pm1$. Thus
$$2p_0:\quad W_{11}=3J=1.471,\quad \kappa^2=0.541,\quad \kappa^2\,\mathrm{Ry}^*=10.8\ \text{meV},$$
$$2p_\pm:\quad W_{11}=\tfrac32(1.2330-J)=1.114,\quad \kappa^2=0.310,\quad \kappa^2\,\mathrm{Ry}^*=6.2\ \text{meV}.$$
A single function that is stretched correctly already gives most of the answer.

**Larger basis.** With all functions up to $n=16$ the binding energies are 11.489 and 6.401 meV; up to $n=24$ they are 11.491 and 6.402 meV. A separate variational calculation with anisotropic Gaussians in the original coordinates gives 11.492 and 6.402 meV. The required levels are therefore
$$E_b(2p_0)=11.5\ \text{meV},\qquad E_b(2p_\pm)=6.4\ \text{meV}.$$
The same equation binds 1s by 31.3 meV, whatever the donor.

## Why the donor species matters so little

Far from the nucleus, every singly charged donor presents the same potential $-1/(\varepsilon r)$ in the same host. Species differ only within a core about as large as an atom. Model the difference by $-Ue^{-r^2/b^2}$ with $b\ll a^*$. To first order an s level moves down by
$$\Delta_s=U|F(0)|^2\int e^{-r^2/b^2}d^3r=U|F(0)|^2\pi^{3/2}b^3 .$$
An odd envelope vanishes at the origin. There $F\simeq\mathbf g\cdot\mathbf r$ with $\mathbf g=\nabla F(0)$, and each Cartesian coordinate has mean square $b^2/2$ under the Gaussian weight, so
$$\Delta_p=U|\mathbf g|^2\,\tfrac12\pi^{3/2}b^5,\qquad \frac{\Delta_p}{\Delta_s}=\frac{b^2|\mathbf g|^2}{2|F(0)|^2}.$$
For $2p_0$ against 1s the computed ratio is $2.8\times10^{-4}$ at $b=0.1$ nm. Halving $b$ reduces it by a factor 4.01, close to the expected 4.

Orbit size alone does not have this effect. In hydrogen $|F_{ns}(0)|^2\propto1/n^3$, so the 2s level, which is about as extended as 2p, would still take one eighth of the first-order 1s shift. It is the node at the nucleus that protects 2p.

First order is not sufficient for 1s, because the core must be deep. A one-valley calculation that includes the core fully, with $U$ adjusted to a rough 1s binding energy for each donor and $b=0.1$ nm, gives:

| Donor | 1s (meV, rough input) | $U$ (eV) | $2p_0$ shift (µeV) | $2p_\pm$ shift (µeV) |
|---|---:|---:|---:|---:|
| P | 45 | 19 | 1.3 | 0.06 |
| As | 54 | 22 | 1.5 | 0.07 |
| Bi | 71 | 24 | 1.7 | 0.08 |

With $b=0.3$ nm, the Bi core shifts $2p_0$ by 33 µeV, still only 0.3% of its binding energy. The envelope equation is not justified inside the core, so $U$ is an effective parameter and the shifts are estimates of size.

## Six valleys, and which 1s state is meant

Silicon has six equivalent minima, and the core can scatter an electron between them. Approximate the Bloch functions by plane waves and the 1s envelopes by constants inside the core. The coupling of valleys $i$ and $j$, relative to the diagonal element, is $e^{-|\mathbf k_i-\mathbf k_j|^2b^2/4}$. Neighbouring valleys are separated by $\sqrt2k_0$ and opposite ones by $2k_0$, so the couplings are $q=e^{-k_0^2b^2/2}$ and $q^2$.

Each valley has one opposite and four neighbours. The combinations and their relative shifts are:

- $A_1$, all amplitudes equal: $1+q^2+4q$.
- $E$, equal amplitudes within each opposite pair and zero total: $1+q^2-2q$, since the four neighbours of a valley with amplitude $\alpha$ sum to $-2\alpha$.
- $T_2$, opposite amplitudes within a pair: $1-q^2$, since the neighbours cancel.

For $k_0=9.84$ nm$^{-1}$ and $b=0.1$ nm, $q=0.617$. In first order the $E$ and $T_2$ shifts are then 0.04 and 0.16 of the $A_1$ shift; with the computed envelopes they are 0.04 and 0.15. Beyond first order a deep core of this width enhances the $A_1$ shift most, which makes both ratios smaller. The strong species dependence thus belongs to the ground state $1s(A_1)$. The other 1s combinations follow the donor more weakly.

Between odd states, every core element, within or between valleys, contains two envelopes that are linear in $r$. The core can also couple an odd envelope in one valley to an even envelope in another. That element has only one linear factor, but it changes the energy through its square, divided by the distance between the two levels. Valley mixing therefore keeps the suppression as long as no even level lies very close. This needs care for deep donors, because the core also pulls the even 2s level down towards $2p_0$. In this model $2s(A_1)$ stays above $2p_0$ for P and As but drops below it for Bi, where the odd–even coupling can reverse the sign of the small $2p_0$ shift. In first order, which leaves out this odd–even coupling, and with $U$ calibrated on the $A_1$ shift, the largest $2p_0$ shift among all valley combinations is 2.5 µeV for P and 7.1 µeV for Bi. The independence is very good in this estimate, but it is not exact.

## Reading the numbers against real silicon

The spacing of $2p_0$ and $2p_\pm$, 5.1 meV, is set by the host. In absorption from the ground state, changing the donor should therefore move both lines together. With the rough 1s energies above, the $2p_0$ line lies near 33.5 meV for P and 59.5 meV for Bi. Real P- and As-doped silicon does show nearly the same spacing, roughly 5 meV.

The absolute values are less certain than their numerical convergence suggests. At fixed masses they scale as $1/\varepsilon^2$: with $\varepsilon=11.7$, a typical room-temperature value, they fall to 10.9 and 6.1 meV. Nonparabolicity, with a rough coefficient of 0.5 eV$^{-1}$, would deepen $2p_0$ by about 0.16 meV and $2p_\pm$ by about 0.05 meV. This exceeds the core shifts found here, but it is a property of the host and does not distinguish donors.

The isolated-donor picture needs light doping and low temperature. At $10^{15}$ cm$^{-3}$, an ionized neighbour at 62 nm, the radius of a sphere that holds one donor on average, produces 0.33 kV/cm. Apart from a uniform lowering of all levels by about 2 meV, it shifts $2p_0$ by less than 0.01 meV if 2s keeps its core-free position, 2.6 meV above $2p_0$. Where the core brings $2s(A_1)$ closer, as for As, the shift is somewhat larger, between 0.01 and 0.02 meV. The gradient of this field matters much less. It acts through $\langle z^2\rangle-\frac12\langle x^2+y^2\rangle$, which nearly vanishes for $2p_0$; the gradient value in the numerical output counts only $\langle z^2\rangle$ and is an overestimate. The neighbour's field grows as the 2/3 power of the doping, so at $10^{17}$ cm$^{-3}$ it would be about 7 kV/cm, too strong for the picture of an isolated donor. Classically, 2.6 kV/cm ionizes $2p_0$ and 0.8 kV/cm ionizes $2p_\pm$, so these levels do not survive in the high-field regions of devices. The thermal energy is 0.86 meV at 10 K, well below both binding energies, but 26 meV at 300 K, well above them. The remaining computed values are in the numerical output.

## Calculated quantities

```
gamma = 0.2079, Ry* = 19.944 meV, a* = 3.167 nm
dE/dgamma at 1: 2p0 0.1500, 2p+- 0.0500 Ry*
binding in meV: Sturmian n<=16, n<=24, Gaussian
  1s    31.2504 31.2579 31.2619
  2p0   11.4889 11.4910 11.4915
  2p+-  6.4012 6.4017 6.4018
2s 8.86, 3p0 5.48, 3p+- 3.12 meV
2p0 to 2p+- spacing = 5.089 meV
isotropic mass 0.2588 me: 1s 27.10, 2p 6.77 meV
one-valley core: donor, b nm, rough 1s meV, depth eV,
  then downward shifts of 2p0 and 2p+- in ueV
  P  0.1 45 19.07  1.265 0.063
  As 0.1 54 21.81  1.485 0.072
  Bi 0.1 71 24.44  1.708 0.082
  Bi 0.3 71 2.36  32.745 1.702
first-order shift ratio 2p0/1s: b=0.1 nm 2.777e-04
  b=0.05 nm 6.923e-05, quotient 4.011
six valleys: k0 = 9.84 1/nm, b = 0.1 nm, q = 0.617
  1s shifts E/A1 0.0366, T2/A1 0.1522
  constant-envelope formula 0.0382, 0.1612
  first order: donor, A1 shift meV, largest 2p0, 2p+- ueV
  P  13.74  2.459 0.137
  As 22.74  4.070 0.226
  Bi 39.74  7.112 0.396
neglected effects (estimates):
  nonparabolicity 2p0: 0.160 meV
  nonparabolicity 2p+-: 0.049 meV
  doping 1e+15 cm^-3: ion distance 62.0 nm
  ion field 0.328 kV/cm, 2p0 rms z 4.52 nm
  2p0 Stark 0.0084 meV, field gradient 0.0108 meV
  classical ionizing field 2p0: 2.61 kV/cm
  classical ionizing field 2p+-: 0.81 kV/cm
  kT: 0.862 meV at 10 K, 25.85 meV at 300 K
  eps 11.7: 2p0 10.91, 2p+- 6.08 meV
```
